# Thermal capillary-wave roughness of a molten polymer film

## Problem

A polystyrene film of low molar mass, thickness $H=100$ nm, lies on a solid support and is held at $T=400$ K, where it is liquid. Its surface tension is $\gamma=0.03$ N/m. Thermal agitation covers the surface with small waves. Count those with wavelengths from 2 nm, a few chain segments, to 2 µm, taken as the scan width of a force microscope.

(a) Derive the rms height $\sigma$ of the surface in thermal equilibrium and evaluate it.

(b) How strongly does the answer depend on the two cutoffs?

(c) Estimate the changes due to finite slopes, bending rigidity, van der Waals forces, gravity, a bake of only 60 s, and cooling to the solid state.

## Solution of (a): from area to roughness

**Energy.** Describe the surface by its height $h(x,y)$ above the mean plane, which excludes overhangs. Take a periodic square of side $L$ and area $A=L^2$. The liquid is incompressible, so the mean of $h$ is fixed at zero. A surface element above $dx\,dy$ has area $\sqrt{1+|\nabla h|^2}\,dx\,dy$. With tension as the sole source of energy, the cost of a deformation is

$$E=\gamma\int\left[\sqrt{1+|\nabla h|^2}-1\right]dA\simeq\frac{\gamma}{2}\int|\nabla h|^2\,dA .$$

The last form keeps the first term of $\sqrt{1+g^2}-1=g^2/2-g^4/8+\dots$ and needs small slopes $g=|\nabla h|$. Part (c) examines this condition.

**Modes.** Write $h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q=(2\pi/L)(n_x,n_y)$, integers $n_x,n_y$ not both zero, and $h_{-\mathbf q}=h_{\mathbf q}^*$ because $h$ is real. Then

$$\int|\nabla h|^2dA=\sum_{\mathbf q,\mathbf q'}(i\mathbf q)\cdot(i\mathbf q')\,h_{\mathbf q}h_{\mathbf q'}\int e^{i(\mathbf q+\mathbf q')\cdot\mathbf r}dA .$$

The integral equals $A$ if $\mathbf q'=-\mathbf q$ and vanishes otherwise. The factor $(i\mathbf q)\cdot(-i\mathbf q)$ is $q^2$, hence

$$E=\frac{\gamma A}{2}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .$$

The terms $\mathbf q$ and $-\mathbf q$ are not independent. Set $h_{\mathbf q}=(a-ib)/2$ with real $a,b$. The pair then adds $a\cos(\mathbf q\cdot\mathbf r)+b\sin(\mathbf q\cdot\mathbf r)$ to the height. Its energy is twice the single term:

$$E_{\rm pair}=2\cdot\frac{\gamma A}{2}q^2\,\frac{a^2+b^2}{4}=\frac{\gamma Aq^2}{4}(a^2+b^2).$$

**Thermal average.** In classical equilibrium, $a$ has the weight $e^{-\alpha a^2}$ with $\alpha=\gamma Aq^2/(4k_BT)$. Since $\int e^{-\alpha a^2}da=\sqrt{\pi/\alpha}$,

$$\langle a^2\rangle=-\frac{d}{d\alpha}\ln\sqrt{\frac{\pi}{\alpha}}=\frac{1}{2\alpha}=\frac{2k_BT}{\gamma Aq^2}.$$

The same holds for $b$. Therefore

$$\langle|h_{\mathbf q}|^2\rangle=\frac{\langle a^2\rangle+\langle b^2\rangle}{4}=\frac{k_BT}{\gamma Aq^2}.$$

Long waves are large because they create little area for a given height.

**Sum over the band.** The average of $h^2$ over the square is $\sum_{\mathbf q}|h_{\mathbf q}|^2$, as the cross terms integrate to zero. Allowed wavevectors have density $A/(2\pi)^2$ in the $\mathbf q$ plane. For a large square the sum becomes an integral, with $d^2q=2\pi q\,dq$:

$$\sigma^2=\frac{A}{(2\pi)^2}\int_{q_{\min}}^{q_{\max}}\frac{k_BT}{\gamma Aq^2}\,2\pi q\,dq=\frac{k_BT}{2\pi\gamma}\ln\frac{q_{\max}}{q_{\min}} .$$

**Numbers.** The cutoffs are $q_{\min}=2\pi/(2\ \text{µm})=0.00314$ nm⁻¹ and $q_{\max}=2\pi/(2\ \text{nm})=3.14$ nm⁻¹, a ratio of 1000. With $k_BT=5.523\times10^{-21}$ J,

$$\frac{k_BT}{2\pi\gamma}=\frac{5.523\times10^{-21}\ \text{J}}{2\pi(0.03\ \text{N/m})}=0.0293\ \text{nm}^2,$$

$$\sigma^2=0.0293\times6.908=0.202\ \text{nm}^2,\qquad \sigma=0.45\ \text{nm}.$$

The length $\sqrt{k_BT/\gamma}=0.43$ nm sets the scale. It is multiplied by $\sqrt{\ln(q_{\max}/q_{\min})/2\pi}$, which is 1.05 here and varies slowly with the cutoffs.

The logarithm can be tested without Fourier modes. On a square lattice of heights, replace the gradient by differences between neighbours, exclude the uniform shift, which costs no energy, and invert the resulting stiffness matrix for the remaining motions. Going from $20\times20$ to $40\times40$ sites raised the mean square height by 0.02032 nm². The formula predicts $0.0293\ln2=0.0203$ nm².

## Solution of (b): the role of the cutoffs

Each factor of ten in $q$ contributes the same variance, 0.067 nm². At fixed $T$ and $\gamma$, a ratio of 100 gives 0.37 nm and a ratio of 10 000 gives 0.52 nm. A tenfold error in the ratio thus moves $\sigma$ by less than 20%. Nevertheless, a roughness quoted without its band is incomplete: in this model $\sigma$ grows without limit as either cutoff is removed.

The treatment of the lower edge matters slightly too. If all modes of a periodic box 2 µm wide are summed up to $q_{\max}$, the result is 0.463 nm, about 3% above the integral. For the same band in a box ten times wider, the explicit sum gives 0.450 nm. The difference comes from replacing a few discrete long waves by a continuum.

**A natural lower cutoff.** Gravity limits the longest waves on a deep, wide melt. Raising the surface by $h$ adds the energy $\rho g_0\int_0^h z\,dz=\rho g_0h^2/2$ per area, where $\rho$ is the density and $g_0$ the acceleration of gravity. The stiffness $\gamma q^2$ becomes $\gamma q^2+\rho g_0$, so that

$$\sigma^2=\frac{k_BT}{2\pi}\int_{q_{\min}}^{q_{\max}}\frac{q\,dq}{\gamma q^2+\rho g_0}=\frac{k_BT}{4\pi\gamma}\ln\frac{q_{\max}^2+\rho g_0/\gamma}{q_{\min}^2+\rho g_0/\gamma}.$$

This stays finite for $q_{\min}\to0$. With a rough density of 1000 kg/m³, $\rho g_0/(\gamma q^2)$ is $3.31\times10^{-8}$ at the 2 µm wavelength. Removing the lower cutoff therefore replaces $\ln1000$ by

$$6.908-\tfrac12\ln(3.31\times10^{-8})=15.52,$$

and $\sigma=\sqrt{0.0293\times15.52}=0.67$ nm. Even all waves up to macroscopic size raise the roughness by only half. Within the 2 µm band gravity is negligible.

## Solution of (c): what the estimate leaves out

**Finite slopes.** Multiplying each mode variance by $q^2$ gives the mean square slope:

$$s_0=\sum_{\mathbf q}q^2\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{2\pi\gamma}\int_{q_{\min}}^{q_{\max}}q\,dq=\frac{k_BT}{4\pi\gamma}(q_{\max}^2-q_{\min}^2)=0.145 .$$

The rms slope is 0.38, which is not very small. Unlike $\sigma$, it is governed by the shortest waves: halving the smallest wavelength would quadruple $s_0$.

To size the effect, keep the full area energy but approximate the fluctuations by a Gaussian distribution. Let all mode variances be $c$ times their small-slope values. For isotropic Gaussian slopes of mean square $s$, $g^2$ is exponentially distributed with mean $s$. The mean extra area per unit area is

$$F(s)=\int_0^\infty e^{-x}\left(\sqrt{1+sx}-1\right)dx=\frac{s}{2}-\frac{s^2}{4}+\dots$$

If the band holds $N$ real amplitudes, scaling their variances by $c$ changes the entropy by $(Nk_B/2)\ln c$. The variational free energy is then, up to a constant,

$$\gamma A\,F(cs_0)-\frac{Nk_BT}{2}\ln c .$$

Each $\mathbf q$ contributes $k_BT/(\gamma A)$ to $s_0$, so $\gamma As_0=Nk_BT$. Dividing by this and setting the derivative with respect to $c$ to zero gives

$$\frac{d}{dc}\left[\frac{F(cs_0)}{s_0}-\frac{\ln c}{2}\right]=0\quad\Rightarrow\quad 2c\,F'(cs_0)=1 .$$

To first order $2F'(s)\simeq1-s$, hence $c\simeq1+s_0$. The full equation gives $c=1.142$, and $\sigma$ rises by the factor $\sqrt{1.142}$ to 0.481 nm, or 6.9%.

This correction applies if 0.03 N/m is the bare tension in the area energy. In this approximation the spectrum keeps its $q^{-2}$ form with an effective tension $\gamma/c$. If 0.03 N/m instead denotes the tension that governs long waves, the shift is already included and must not be added again. Corrections from the integration measure over surface shapes are omitted. They can also be of first order in $s_0$. For example, a weight $1/\sqrt{1+g^2}$ per amplitude, from counting displacements along the surface normal, would cancel the shift to that order. The 6.9% is thus the effect of the area energy alone in this approximation, not a firm value for the total effect of slopes.

**Bending rigidity.** Near molecular wavelengths, tension alone is a crude description. A simple extension adds $(\kappa/2)\int(\nabla^2h)^2dA$, which changes the stiffness to $\gamma q^2+\kappa q^4$. The integrand splits as

$$\frac{q}{\gamma q^2+\kappa q^4}=\frac1\gamma\left[\frac1q-\frac{\kappa q}{\gamma+\kappa q^2}\right],$$

and integration gives

$$\sigma^2=\frac{k_BT}{2\pi\gamma}\left[\ln\frac{q_{\max}}{q_{\min}}-\frac12\ln\frac{\gamma+\kappa q_{\max}^2}{\gamma+\kappa q_{\min}^2}\right].$$

Take $\kappa=k_BT$ as an assumed scale, not a known property of polystyrene. At $q_{\max}$ the rigidity term is 1.82 times the tension term. The logarithm falls by $\frac12\ln2.82=0.52$, from 6.91 to 6.39, and $\sigma$ becomes 0.433 nm, a change of −3.8%. The shortest waves are strongly affected, but they carry a small part of the height variance.

**Van der Waals forces.** For a film of thickness $H$, take the nonretarded interaction energy per area $W(H)=-A_H/(12\pi H^2)$, with Hamaker constant $A_H$. Expand $W(H+h)$: the linear term vanishes because $h$ has zero mean, and the quadratic term adds to the stiffness

$$W''(H)=-\frac{A_H}{2\pi H^4}.$$

For a rough $A_H=10^{-19}$ J this is $-1.59\times10^8$ J/m⁴. With the sign assumed here the force favours thinning and enlarges the waves, but $\sigma$ changes by just 0.002% in the stated band. The total stiffness $\gamma q^2+W''$ turns negative for wavelengths above $2\pi\sqrt{\gamma/|W''|}=86$ µm. There the flat film is unstable, and no equilibrium roughness about it exists. These numbers overstate the force on a real film. At 100 nm retardation weakens it roughly four- to fivefold, and its sign depends on the support: on bare silicon it opposes thinning, and on silica, whose refractive index is close to that of polystyrene, it is much weaker. The unstable range then starts at some hundreds of micrometres or is absent, and the effect inside the band is smaller still.

**Finite bake time.** Viscosity $\eta$ does not enter the equilibrium result, but it determines how soon equilibrium is reached. Consider slow flow without inertia, a wave $\zeta e^{iqx}$ on the surface, and velocities $u(s)e^{iqx}$ along the film and $w(s)e^{iqx}$ upward, with $s=qz$ measured from the support. Primes denote $d/ds$. Incompressibility gives $u=iw'$. The divergence of the Stokes equation makes the pressure harmonic; the Laplacian of its vertical component then gives

$$w''''-2w''+w=0 .$$

No slip at the support requires $w=w'=0$ at $s=0$. The solutions left are

$$w=B\,s\sinh s+C(\sinh s-s\cosh s).$$

At the surface, $s=k=qH$, the shear stress vanishes: $w''+w=0$. Insertion gives $B(\cosh k+k\sinh k)=Ck\cosh k$. Choose a common factor $D$:

$$B=Dk\cosh k,\qquad C=D(\cosh k+k\sinh k).$$

The horizontal Stokes equation gives the pressure $p=\eta q(w'''-w')$. Surface tension requires $-p+2\eta qw'=-\gamma q^2\zeta$, since the pressure is raised under a crest. Thus $w'''-3w'=\gamma q\zeta/\eta$. With the constants above and $\cosh^2k-\sinh^2k=1$,

$$w(k)=D(\sinh k\cosh k-k),$$
$$w'''(k)-3w'(k)=-2D(\cosh^2k+k^2).$$

The surface moves with the liquid, $\dot\zeta=w(k)=-\Gamma\zeta$. Dividing the two expressions yields

$$\Gamma=\frac{\gamma q}{2\eta}\,\frac{\sinh k\cosh k-k}{\cosh^2k+k^2}.$$

For $k\ll1$ the numerator tends to $2k^3/3$ and the denominator to 1, so $\Gamma\simeq\gamma H^3q^4/(3\eta)$. For $k\gg1$ the support is not felt and $\Gamma\simeq\gamma q/(2\eta)$.

Thermal noise without memory feeds each amplitude at a constant rate while relaxation removes variance at the rate $2\Gamma$. If $S$ is the mode variance and $S_{\rm eq}$ its equilibrium value, then $\dot S=2\Gamma(S_{\rm eq}-S)$. A flat start gives

$$S(t)=S_{\rm eq}\left(1-e^{-2\Gamma t}\right).$$

For a rough viscosity of $10^4$ Pa s, the 2 µm wave has $k=0.314$ and a decay time $1/\Gamma=12.1$ s. After 60 s its variance lacks a fraction $e^{-120/12.1}\approx5\times10^{-5}$, and $\sigma$ is at equilibrium for practical purposes.

At $10^6$ Pa s the decay time is 1209 s, and this slowest wave has reached 9% of its variance after 60 s. Yet $\sigma$ is 0.432 nm, merely 3.9% below equilibrium. The steep law $\Gamma\propto q^4$ explains this. The condition $2\Gamma t=1$ requires a rate about ten times that of the longest wave, hence a wavevector about $10^{1/4}=1.8$ times larger. Roughly $\ln1.8\approx0.6$ is missing from a logarithm of 6.9, which lowers $\sigma$ by about 4%. This is a rough count: near $k\approx0.6$ the rate already grows more slowly than $q^4$, and the full $\Gamma(q)$ puts the crossover at 1.9 times $q_{\min}$ and the missing part of the logarithm at 0.53.

The same law limits how far the band may be widened. At $10^4$ Pa s, a 20 µm wave on this film needs about $10^5$ s to relax. A larger scan after a 60 s bake therefore does not show the equilibrium value for a ratio of 10 000 if the film started flat.

**Cooling.** A roughness measured at room temperature was frozen in on the way down. Suppose that all waves in the band follow equilibrium to 370 K and then stop. With a rough tension slope of $-7\times10^{-5}$ N/(m K), the tension there is $0.03+30\times7\times10^{-5}=0.0321$ N/m. Since $\sigma\propto\sqrt{T/\gamma}$ at fixed cutoffs,

$$\sigma_{\rm frozen}=0.450\sqrt{\frac{370}{400}\cdot\frac{0.0300}{0.0321}}=0.418\ \text{nm},$$

7% below the value at 400 K. A single freezing temperature is an idealisation, and 7% is not a bound. Long waves, already slow at 400 K, stop following well above 370 K unless cooling is very slow, and keep a larger variance. In a low-molar-mass film, whose glass transition lies well below 370 K, short waves follow to lower temperatures and keep a smaller one. With a rough Vogel–Fulcher viscosity law and cooling rates from 10 to 0.01 K/s, the change ranges from about −6% to −10% for $10^4$ Pa s at 400 K and from about −1% to −5% for $10^6$ Pa s.

## A few cases

Each row changes only the item named; percentages are relative to 0.450 nm.

| Case | $\sigma$ (nm) | Change |
|---|---:|---:|
| Tension alone, ratio 1000 | 0.450 | – |
| Ratio 100 | 0.367 | −18% |
| Ratio 10 000, equilibrium | 0.520 | +15% |
| Deep melt, gravity as lower cutoff | 0.67 | +50% |
| Finite slopes, bare tension | 0.481 | +6.9% |
| Assumed rigidity $k_BT$ | 0.433 | −3.8% |
| 60 s from flat, $10^6$ Pa s | 0.432 | −3.9% |
| Frozen at 370 K | 0.418 | −7.0% |

The corrections in the last four rows are several percent each and differ in sign. They are not independent enough to be simply added, and the second decimal of 0.45 nm should not be taken as a material prediction.

## Reading the result for a real film

A tension near 0.03 N/m is typical of a polystyrene melt, as a rough value. The viscosity is much less certain: it varies by orders of magnitude with chain length and temperature, so the two values used here are illustrations. A film that starts rough also keeps a remnant of its initial waves, reduced in variance by $e^{-2\Gamma t}$. A microscope tip that misses wavelengths below 20 nm reduces the ratio to 100 and the expected equilibrium value to 0.37 nm. Nor is the scan width a sharp cutoff: on a wider surface in equilibrium, longer waves still tilt and bend the part inside the scan. For a 2 µm scan they raise the measured $\sigma$ by about 6% if only the mean height is subtracted, and by about 2% if a mean plane is subtracted.

For a lithographic resist the main condition is that the polymer really flows. A resist baked below its glass transition need not reach this equilibrium, and one that has been exposed and developed has a surface shaped by dissolution as well. The estimate then gives a thermal scale for comparison, not a lower bound on the measured roughness. It applies most directly to a reflowed or annealed film whose waves in the measured band have had time to relax. The numerical output below lists the inputs and intermediate values.

## Values computed for the example and the checks

```
Temperature: 400 K
Surface tension: 0.03 N/m
Cutoff ratio: 1000
Natural log of cutoff ratio: 6.9078
Thermal energy kT: 5.523e-21 J
kT/(2 pi gamma): 0.0293 nm^2
Mean square height: 0.2024 nm^2
RMS roughness: 0.4499 nm
Variance per decade of q: 0.06746 nm^2
RMS, cutoff ratio ten times smaller: 0.3673 nm
RMS, cutoff ratio ten times larger: 0.5195 nm
Shortest wavelength: 2 nm
Longest wavelength: 2 um
q_min: 0.003142 1/nm
q_max: 3.142 1/nm
RMS from sum in box ten longest waves wide: 0.4504 nm
RMS from all modes in box one longest wave wide: 0.4631 nm
Matrix variance gain on doubling width: 0.02032 nm^2
Log-law variance gain on doubling width: 0.02031 nm^2
Mean square slope: 0.1446
RMS slope: 0.3802
Variational factor on variance: 1.142
RMS with finite slopes, bare tension: 0.4807 nm
Change from finite slopes: 6.85 %
Assumed bending rigidity: 5.523e-21 J
Rigidity/tension energy at q_max: 1.817
RMS with assumed rigidity: 0.4327 nm
Change from assumed rigidity: -3.82 %
Film thickness: 100 nm
Hamaker constant (rough): 1e-19 J
Van der Waals stiffness W'': -1.592e+08 J/m^4
Change from van der Waals term: 0.00195 %
Wavelength above which film is unstable: 86.26 um
Density (rough): 1000 kg/m^3
Gravity/tension energy at q_min: 3.31e-08
Bake time: 60 s
Viscosity (rough): 1e+04 Pa s
  Amplitude decay time of longest wave: 12.09 s
  RMS after bake from flat start: 0.4499 nm
  Change from finite bake time: -8.81e-06 %
Viscosity (rough): 1e+06 Pa s
  Amplitude decay time of longest wave: 1209 s
  RMS after bake from flat start: 0.4323 nm
  Change from finite bake time: -3.91 %
Freezing temperature (rough): 370 K
Tension slope (rough): -7e-05 N/(m K)
Tension at freezing: 0.0321 N/m
RMS frozen in on cooling: 0.4183 nm
Change from freezing: -7.02 %
```
